**Adiabatic demagnetisation in the rotating frame: entropy law and local field**

For like spins with secular dipolar coupling, the program tests \(M=M_0B_{\rm eff}/\sqrt{B_{\rm eff}^2+B_L^2}\) with \(B_L^2=M_2/(3\gamma^2)\). Here \(M\) is the magnetisation along the effective field \(B_{\rm eff}\), \(M_0\) its value locked in a large starting field, \(B_L\) the local field, \(M_2\) the second moment of the resonance line and \(\gamma\) the gyromagnetic ratio. Exact matrices for clusters of spins 1/2 and 5/2 assert the factor one third, and further assertions show that scalar exchange and unlike spins change it. Exact canonical states of six spins assert the isentropic law and the loss in the first thermal mixing; the largest error of the law in \(M/M_i\), where \(M_i\) is the starting value, falls from 3.6e-3 to 3.7e-4 when the starting inverse temperature is reduced tenfold. A slow unitary sweep of the six-spin cluster reaches 0.873 of the upper bound on dipolar order, and a fast sweep reaches 0.092. For fcc Al, treated as rigid point dipoles with the static field along [001], the output gives a local-field energy of 6.24e-12 eV, or 1.36e-4 T. With the chosen starting conditions, complete demagnetisation gives a spin temperature of about 4.5 mK.

## Check in Python

```python
"""Adiabatic demagnetisation in the rotating frame: test of
    M = M0 * w / sqrt(w^2 + wL^2),   wL^2 = (second moment) / 3.
H = -w n.I + HD, with hbar = k = 1.
w  : gamma * B_eff, Zeeman energy in the effective field along unit vector n
HD : secular dipolar coupling, sum over pairs d_ij (3 Iz Iz - I.I)
wL : gamma * B_L, local field, defined by Tr HD^2 = wL^2 Tr Iz^2
M0 : magnetisation locked along a starting field much larger than B_L.
Small clusters are treated by exact matrices; the example is fcc Al.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq


def spin_matrices(spin):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m)]


def site_operators(spin, count):
    single = spin_matrices(spin)
    size = len(single[0])
    return [[np.kron(np.kron(np.eye(size**i), op), np.eye(size**(count-i-1)))
             for op in single] for i in range(count)]


def dot(a, b):
    return sum(a[k] @ b[k] for k in range(3))


def dipolar(ops, d):
    n = len(ops)
    return sum(d[i, j] * (3 * ops[i][2] @ ops[j][2] - dot(ops[i], ops[j]))
               for i in range(n) for j in range(i + 1, n))


def trace_product(a, b):
    return np.sum(a * b.T).real


def line_second_moment(h, ix):
    """Second moment of the stick spectrum found by diagonalization."""
    e, v = np.linalg.eigh(h)
    intensity = abs(v.conj().T @ ix @ v)**2
    return np.sum(intensity * (e[:, None] - e[None, :])**2) / intensity.sum()


rng = np.random.default_rng(7)


def random_couplings(n):
    d = rng.uniform(0.5, 1.5, (n, n)) * rng.choice([-1, 1], (n, n))
    d = np.triu(d, 1)
    return d + d.T


# Secular part of the full dipole interaction of one pair
pair = site_operators(0.5, 2)
vector = np.array([0.4, -0.7, 1.1])
distance = np.linalg.norm(vector)
unit = vector / distance
along = [sum(unit[k] * s[k] for k in range(3)) for s in pair]
full = (dot(pair[0], pair[1]) - 3 * along[0] @ along[1]) / distance**3
total_m = np.diag(pair[0][2] + pair[1][2]).real
projected = np.where(np.isclose(total_m[:, None], total_m[None, :]), full, 0)
d_pair = (1 - 3 * unit[2]**2) / (2 * distance**3)
secular = dipolar(pair, np.array([[0, d_pair], [d_pair, 0]]))
assert np.allclose(projected, secular, atol=1e-12)

# Local field and second moment from exact matrices, two spin values
ratios = {}
for spin, count in ((0.5, 6), (2.5, 3)):
    ops = site_operators(spin, count)
    d = random_couplings(count)
    hd = dipolar(ops, d)
    total = [sum(s[k] for s in ops) for k in range(3)]
    local2 = trace_product(hd, hd) / trace_product(total[2], total[2])
    moment2 = line_second_moment(hd, total[0])
    sum_d2 = np.sum(d**2) / count
    assert np.isclose(local2, spin * (spin + 1) * sum_d2, rtol=1e-9)
    assert np.isclose(moment2, 3 * spin * (spin + 1) * sum_d2, rtol=1e-9)
    ratios[spin] = local2 / moment2
    assert np.isclose(ratios[spin], 1 / 3, rtol=1e-9)
    tilted = 0.6 * total[0] + 0.8 * total[2]
    h = hd - 1.7 * tilted
    expected = (1.7**2 + local2) * trace_product(total[2], total[2])
    assert np.isclose(trace_product(h, h), expected, rtol=1e-9)

# Where one third fails: scalar exchange, and coupling to unlike spins
ops = site_operators(0.5, 6)
total = [sum(s[k] for s in ops) for k in range(3)]
hd = dipolar(ops, random_couplings(6))
norm_i = trace_product(total[0], total[0])
exchange = sum(0.8 * dot(ops[i], ops[j])
               for i in range(6) for j in range(i + 1, 6))
with_exchange = hd + exchange
m2_plain = line_second_moment(hd, total[0])
m2_exchange = line_second_moment(with_exchange, total[0])
assert np.isclose(m2_plain, m2_exchange, rtol=1e-9)
ratio_exchange = trace_product(with_exchange, with_exchange) / norm_i / m2_exchange
assert ratio_exchange > 1 / 3 + 0.01
unlike = sum(rng.normal() * ops[i][2] @ ops[j][2]
             for i in range(3) for j in range(3, 6))
ix_observed = sum(ops[i][0] for i in range(3))
ratio_unlike = (trace_product(unlike, unlike)
                / trace_product(ix_observed, ix_observed)
                / line_second_moment(unlike, ix_observed))
assert np.isclose(ratio_unlike, 1, rtol=1e-9)

# Exact canonical states of six spins; energies in units of wL
hd = hd / np.sqrt(trace_product(hd, hd) / norm_i)
tilted = 0.6 * total[0] + 0.8 * total[2]
dimension = len(hd)


def canonical(field):
    """Function of beta: entropy deficit, energy and magnetisation."""
    e, v = np.linalg.eigh(hd - field * tilted)
    m = np.sum(v.conj() * (tilted @ v), axis=0).real

    def state(beta):
        p = np.exp(-beta * e)
        p /= p.sum()
        return np.sum(p * np.log(p * dimension)), p @ e, p @ m
    return state


def isentropic_error(beta_start):
    start = 5.0
    deficit, _, m_start = canonical(start)(beta_start)
    errors = []
    for field in (3.0, 1.0, 0.3):
        state = canonical(field)
        beta = brentq(lambda b: state(b)[0] / deficit - 1,
                      0.1 * beta_start, 10 * beta_start)
        law = (field / np.sqrt(field**2 + 1)) * np.sqrt(start**2 + 1) / start
        errors.append(abs(state(beta)[2] / m_start - law))
    return max(errors)


error_warm, error_hot = isentropic_error(0.01), isentropic_error(0.001)
assert error_hot < 0.01 and error_hot < 0.2 * error_warm

# Irreversible mixing at fixed field: energy kept, entropy raised
mix_field, beta_zeeman = 2.0, 0.001
e, v = np.linalg.eigh(tilted)
p = np.exp(beta_zeeman * mix_field * e)
p /= p.sum()
rho = (v * p) @ v.conj().T
m_before = trace_product(rho, tilted)
energy = trace_product(rho, hd) - mix_field * m_before
deficit_before = np.sum(p * np.log(p * dimension))
state = canonical(mix_field)
beta_mixed = brentq(lambda b: state(b)[1] / energy - 1,
                    0.1 * beta_zeeman, 2 * beta_zeeman)
deficit_after, _, m_after = state(beta_mixed)
mix_law = mix_field**2 / (mix_field**2 + 1)
assert abs(m_after / m_before - mix_law) < 0.01
assert abs(deficit_after / deficit_before - mix_law) < 0.01


# Unitary field sweep of the closed cluster, no spin temperature assumed
def sweep(start, duration, steps):
    h0, ix = hd.real, total[0].real
    norm = np.sqrt(norm_i)
    rho = ix / norm + 0j
    dt = duration / steps
    fields = start * (1 - (np.arange(steps) + 0.5) / steps)
    m = []
    for field in fields:
        e, v = np.linalg.eigh(h0 - field * ix)
        u = (v * np.exp(-1j * e * dt)) @ v.T
        rho = u @ rho @ u.conj().T
        m.append(trace_product(rho, ix) / norm)
    order = -trace_product(rho, h0) / np.sqrt(trace_product(h0, h0))
    return fields, np.array(m), order


sweep_start, slow_time, fast_time = 5.0, 1200.0, 0.2
fields, m_slow, order_slow = sweep(sweep_start, slow_time, 1200)
_, _, order_fast = sweep(sweep_start, fast_time, 100)
law = (fields / np.sqrt(fields**2 + 1)
       * sweep_start / np.sqrt(sweep_start**2 + 1))
mean_deviation = np.mean(abs(m_slow - law))
assert 0.6 < order_slow <= 1 + 1e-9
assert order_fast < 0.5 * order_slow
assert mean_deviation < 0.1

# fcc Al: rigid point dipoles, rounded moment and lattice constant
pc = const.physical_constants
hartree = pc["Hartree energy in eV"][0]
bohr = pc["Bohr radius"][0] * 1e10
boltzmann = pc["Boltzmann constant in eV/K"][0]
field_unit = pc["atomic unit of mag. flux density"][0]
spin, moment, lattice = 2.5, 3.64, 4.05
gamma = moment / spin * pc["electron-proton mass ratio"][0] / 2
grid = np.arange(-24, 25)
sites = np.array(np.meshgrid(grid, grid, grid)).reshape(3, -1).T
sites = sites[(sites.sum(axis=1) % 2 == 0) & np.any(sites != 0, axis=1)]
sites = sites * lattice / 2
radius = np.linalg.norm(sites, axis=1)


def lattice_sum(direction, cutoff):
    """Sum of (1 - 3 cos^2)^2 / r^6 with a continuum tail, angstrom^-6."""
    axis = np.array(direction) / np.linalg.norm(direction)
    near = radius <= cutoff * lattice
    cosine = sites[near] @ axis / radius[near]
    tail = 4 / lattice**3 * 0.8 * 4 * np.pi / (3 * (cutoff * lattice)**3)
    return np.sum((1 - 3 * cosine**2)**2 / radius[near]**6) + tail


directions = {"[001]": (0, 0, 1), "[110]": (1, 1, 0), "[111]": (1, 1, 1)}
sums = {name: lattice_sum(v, 12) for name, v in directions.items()}
for name, v in directions.items():
    assert abs(lattice_sum(v, 8) / sums[name] - 1) < 2e-3
near = radius <= 12 * lattice
isotropic = 0.8 * (np.sum(radius[near]**-6.0)
                   + 16 * np.pi / (3 * lattice**3 * (12 * lattice)**3))
powder = (6 / 21 * sums["[001]"] + 48 / 105 * sums["[110]"]
          + 72 / 280 * sums["[111]"])
assert np.isclose(powder, isotropic, rtol=1e-8)

neighbour = lattice / np.sqrt(2)
coupling = const.fine_structure**2 * gamma**2 / (neighbour / bohr)**3 * hartree
moment_si = moment * pc["nuclear magneton"][0] / spin
coupling_si = (const.mu_0 / (4 * np.pi) * moment_si**2
               / (neighbour * 1e-10)**3 / const.e)
assert np.isclose(coupling, coupling_si, rtol=1e-7)
second = {name: 0.75 * spin * (spin + 1) * s * bohr**6
          * (const.fine_structure * gamma)**4 * hartree**2
          for name, s in sums.items()}
local = {name: np.sqrt(value / 3) for name, value in second.items()}
w_local = local["[001]"]
b_local = w_local / hartree / gamma * field_unit
assert np.isclose(b_local, w_local * const.e / moment_si, rtol=1e-7)

w_lab, kt_lattice, w_start = 4e-7, 0.025, 2e-9
entry = w_start / np.hypot(w_start, w_local)
polarisation = (spin + 1) / 3 * w_lab / kt_lattice
kt_spin = kt_lattice * w_local / (w_lab * entry)

print("CLUSTER TESTS (dimensionless; fields in units of B_L)")
print(f"B_L^2 gamma^2 / M2, six spins 1/2: {ratios[0.5]:.6f}")
print(f"B_L^2 gamma^2 / M2, three spins 5/2: {ratios[2.5]:.6f}")
print(f"same ratio with added scalar exchange: {ratio_exchange:.4f}")
print(f"same ratio for coupling to unlike spins: {ratio_unlike:.6f}")
print(f"largest error of M law, beta*wL = 0.01 at start: {error_warm:.2e}")
print(f"largest error of M law, beta*wL = 0.001 at start: {error_hot:.2e}")
print(f"mixing at B_eff/B_L = {mix_field:.1f}: M after/before, exact: "
      f"{m_after / m_before:.4f}")
print(f"mixing: M after/before, formula: {mix_law:.4f}")
print(f"mixing: entropy deficit after/before, exact: "
      f"{deficit_after / deficit_before:.4f}")
print(f"unitary sweep: starting B_eff/B_L: {sweep_start:.1f}")
print(f"slow sweep: duration times wL: {slow_time:.0f}")
print(f"slow sweep: dipolar order / upper bound: {order_slow:.3f}")
print(f"slow sweep: mean |M - law| / M0: {mean_deviation:.3f}")
for target in (2.0, 1.0, 0.5):
    k = np.argmin(abs(fields - target))
    print(f"slow sweep at B_eff/B_L = {fields[k]:.3f}: M/M0 = "
          f"{m_slow[k]:.3f}, law {law[k]:.3f}")
print(f"fast sweep: duration times wL: {fast_time:.1f}")
print(f"fast sweep: dipolar order / upper bound: {order_fast:.3f}")
print("FCC AL, RIGID POINT DIPOLES")
print(f"nuclear spin: {spin}")
print(f"magnetic moment (rounded input): {moment} nuclear magnetons")
print(f"lattice constant (rounded input): {lattice} angstrom")
print(f"gamma: {gamma:.5e} atomic units")
print(f"nearest-neighbour distance: {neighbour:.4f} angstrom")
print(f"alpha^2 gamma^2 / r^3 for nearest neighbours: {coupling:.4e} eV")
for name in directions:
    print(f"{name} lattice sum: {sums[name]:.4e} angstrom^-6")
    print(f"{name} second moment M2: {second[name]:.4e} eV^2")
    print(f"{name} local-field energy wL: {local[name]:.4e} eV")
print(f"[001] local field B_L, converted: {b_local:.3e} T")
print(f"laboratory Zeeman energy w0 (chosen): {w_lab:.1e} eV")
print(f"lattice thermal energy (chosen): {kt_lattice} eV")
print(f"starting effective-field energy (chosen): {w_start:.1e} eV")
print(f"initial polarisation <Iz>/I: {polarisation:.3e}")
print(f"1 - entry factor from first mixing: {1 - entry:.2e}")
for w in (1e-9, 1e-10, 5e-11, 2e-11, 1e-11, 0.0):
    print(f"w = {w:.1e} eV: M/M0 = {entry * w / np.hypot(w, w_local):.4f}")
print(f"spin thermal energy at B_eff = 0: {kt_spin:.4e} eV")
print(f"spin temperature at B_eff = 0, converted: {kt_spin / boltzmann:.3e} K")
print(f"wL / spin thermal energy at B_eff = 0: {w_local / kt_spin:.3e}")
print("finished without a failed check")
```

Output:

```
CLUSTER TESTS (dimensionless; fields in units of B_L)
B_L^2 gamma^2 / M2, six spins 1/2: 0.333333
B_L^2 gamma^2 / M2, three spins 5/2: 0.333333
same ratio with added scalar exchange: 0.4222
same ratio for coupling to unlike spins: 1.000000
largest error of M law, beta*wL = 0.01 at start: 3.60e-03
largest error of M law, beta*wL = 0.001 at start: 3.73e-04
mixing at B_eff/B_L = 2.0: M after/before, exact: 0.7999
mixing: M after/before, formula: 0.8000
mixing: entropy deficit after/before, exact: 0.7999
unitary sweep: starting B_eff/B_L: 5.0
slow sweep: duration times wL: 1200
slow sweep: dipolar order / upper bound: 0.873
slow sweep: mean |M - law| / M0: 0.021
slow sweep at B_eff/B_L = 2.002: M/M0 = 0.902, law 0.877
slow sweep at B_eff/B_L = 0.998: M/M0 = 0.727, law 0.693
slow sweep at B_eff/B_L = 0.498: M/M0 = 0.464, law 0.437
fast sweep: duration times wL: 0.2
fast sweep: dipolar order / upper bound: 0.092
FCC AL, RIGID POINT DIPOLES
nuclear spin: 2.5
magnetic moment (rounded input): 3.64 nuclear magnetons
lattice constant (rounded input): 4.05 angstrom
gamma: 3.96481e-04 atomic units
nearest-neighbour distance: 2.8638 angstrom
alpha^2 gamma^2 / r^3 for nearest neighbours: 1.4372e-12 eV
[001] lattice sum: 1.5624e-02 angstrom^-6
[001] second moment M2: 1.1682e-22 eV^2
[001] local-field energy wL: 6.2402e-12 eV
[110] lattice sum: 2.2297e-02 angstrom^-6
[110] second moment M2: 1.6671e-22 eV^2
[110] local-field energy wL: 7.4546e-12 eV
[111] lattice sum: 2.4521e-02 angstrom^-6
[111] second moment M2: 1.8334e-22 eV^2
[111] local-field energy wL: 7.8176e-12 eV
[001] local field B_L, converted: 1.360e-04 T
laboratory Zeeman energy w0 (chosen): 4.0e-07 eV
lattice thermal energy (chosen): 0.025 eV
starting effective-field energy (chosen): 2.0e-09 eV
initial polarisation <Iz>/I: 1.867e-05
1 - entry factor from first mixing: 4.87e-06
w = 1.0e-09 eV: M/M0 = 1.0000
w = 1.0e-10 eV: M/M0 = 0.9981
w = 5.0e-11 eV: M/M0 = 0.9923
w = 2.0e-11 eV: M/M0 = 0.9546
w = 1.0e-11 eV: M/M0 = 0.8484
w = 0.0e+00 eV: M/M0 = 0.0000
spin thermal energy at B_eff = 0: 3.9001e-07 eV
spin temperature at B_eff = 0, converted: 4.526e-03 K
wL / spin thermal energy at B_eff = 0: 1.600e-05
finished without a failed check
```
